\section*{Why symmetric noncoplanar (e,2e) scattering images hydrogen's momentum density}

\section{The decision}

To compare a calculated orbital with a measured (e,2e) angular scan, one must choose between two calculations. The cheap one is a single Fourier transform of the orbital, squared. The expensive one is a scattering calculation with the continuum electrons distorted by the ion. The cheap one suffices if the cross section is a product of a collision factor and the momentum density, and if the collision factor either hardly changes during the scan or is known and can be divided out. Factorisation alone does not make the raw scan an image of the density. For atomic hydrogen in the plane-wave impulse approximation both conditions can be examined in closed form, and they lead to a profile proportional to $(1+p^2)^{-4}$.

Atomic units are used, with energies quoted in eV. The proton is infinitely heavy and at rest, and the electrons are nonrelativistic. An electron of momentum $\mathbf k_0$ ionizes H(1s), and electrons $\mathbf k_1,\mathbf k_2$ are detected in coincidence. Define
\begin{equation}
\mathbf p=\mathbf k_1+\mathbf k_2-\mathbf k_0 .
\end{equation}
The ion recoils with $-\mathbf p$. In the impulse picture $\mathbf p$ is the momentum the bound electron had when it was struck.

\section{Why the cross section factorises}

The plane-wave impulse approximation keeps the repulsion between the two electrons and drops the proton's force on the incoming and outgoing electrons. Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf k'=(\mathbf k_1-\mathbf k_2)/2$. The final state is $(2\pi)^{-3}e^{i(\mathbf k_1+\mathbf k_2)\cdot\mathbf R}\chi^-_{\mathbf k'}(\mathbf r)$, where $\chi^-$ is the relative wave with incoming spherical waves. Expand the orbital as
\begin{equation}
\psi(\mathbf r_2)=(2\pi)^{-3/2}\int d^3q\,\tilde\psi(\mathbf q)e^{i\mathbf q\cdot\mathbf r_2}.
\end{equation}
Since $\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2$, the initial phase is
\begin{equation}
e^{i\mathbf k_0\cdot\mathbf r_1+i\mathbf q\cdot\mathbf r_2}
=e^{i(\mathbf k_0+\mathbf q)\cdot\mathbf R}\,e^{i(\mathbf k_0-\mathbf q)\cdot\mathbf r/2}.
\end{equation}
The interaction $1/r$ does not contain $\mathbf R$, so the $\mathbf R$ integral gives $(2\pi)^3\delta(\mathbf k_0+\mathbf q-\mathbf k_1-\mathbf k_2)$ and sets $\mathbf q=\mathbf p$. The plane-wave normalisations contribute $(2\pi)^{-3-3/2-3/2}$, hence
\begin{equation}
T=\frac{t\,\tilde\psi(\mathbf p)}{(2\pi)^3},\qquad
t=\int d^3r\,\chi^{-*}_{\mathbf k'}\frac1r e^{i\mathbf k\cdot\mathbf r},\qquad
\mathbf k=\frac{\mathbf k_0-\mathbf p}{2}.
\end{equation}
The pair force conserves total momentum, and this selects one Fourier component of the orbital. The argument holds for any relative wave $\chi^-$. In general it fails once a force depends on $\mathbf r_1$ or $\mathbf r_2$ itself and not only on their difference, because the $\mathbf R$ integral is then no longer a delta function.

The golden rule gives the rate $2\pi|T|^2\delta(E_f-E_i)\,d^3k_1d^3k_2$, and the incident flux is $k_0/(2\pi)^3$. With $k^2dk=k\,dE$, and the delta function removing $E_2$,
\begin{equation}
\frac{d^5\sigma}{d\Omega_1d\Omega_2dE_1}
=(2\pi)^4\frac{k_1k_2}{k_0}\overline{|T|^2}
=\frac{k_1k_2}{4\pi^2k_0}\,\overline{|t|^2}\,|\tilde\psi(\mathbf p)|^2 ,
\label{eq:fact}
\end{equation}
where the bar is the spin average.

\section{The collision factor}

The reduced mass of two electrons is $1/2$, so $(-\nabla^2+1/r)\chi=k'^2\chi$. Take the $z$ axis along $\mathbf k'$, let $u=r+z$, and try $\chi^{-*}=Ne^{-ik'z}F(u)$. With $\partial_zu=u/r$, $|\nabla u|^2=2u/r$ and $\nabla^2u=2/r$, the wave equation becomes
\begin{equation}
uF''+(1-ik'u)F'-\tfrac12F=0 .
\end{equation}
In the variable $ik'u$ this is Kummer's equation, whose regular solution is
\begin{equation}
F={}_1F_1(-i\eta,1,ik'u),\qquad \eta=\frac1{2k'}=\frac1{|\mathbf k_1-\mathbf k_2|}.
\end{equation}
Far away $|F|\to e^{\pi\eta/2}/|\Gamma(1+i\eta)|$. Unit incident amplitude therefore requires $N=e^{-\pi\eta/2}\Gamma(1+i\eta)$ up to a phase. Using $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,
\begin{equation}
C^2\equiv|N|^2=\frac{2\pi\eta}{e^{2\pi\eta}-1}.
\end{equation}

To integrate over $\mathbf r$, write, with $a=-i\eta$,
\begin{equation}
{}_1F_1(a,1,\zeta)=\frac1{2\pi i}\oint e^{\zeta s}s^{a-1}(s-1)^{-a}ds ,
\end{equation}
on a counterclockwise contour around the cut $[0,1]$. Expanding $s^{-1}(1-1/s)^{-a}$ in $1/s$ and taking residues reproduces the series $\sum_n(a)_n\zeta^n/(n!)^2$. Insert a convergence factor $e^{-\lambda r}$, keep the contour close to the cut, and let $\mathbf Q=\mathbf k-\mathbf k'$. The spatial integral is then
\begin{equation}
\int d^3r\,\frac{e^{-(\lambda-ik's)r+i(\mathbf Q+s\mathbf k')\cdot\mathbf r}}{r}
=\frac{4\pi}{(\lambda-ik's)^2+(\mathbf Q+s\mathbf k')^2}=\frac{4\pi}{A+Bs},
\end{equation}
with $A=Q^2+\lambda^2$ and $B=2(\mathbf Q\cdot\mathbf k'-i\lambda k')$; the terms in $s^2$ cancel. The integrand falls as $s^{-2}$, so the contour integral is minus the residue at the outside pole $s_0=-A/B$:
\begin{equation}
t=-N\frac{4\pi}{Bs_0}\Bigl(1-\frac1{s_0}\Bigr)^{-a}
=N\frac{4\pi}{A}\Bigl(1+\frac BA\Bigr)^{i\eta}.
\end{equation}
Now let $\lambda\to0$. Inserting $\mathbf p$ gives $\mathbf Q=\mathbf k_0-\mathbf k_1$, whose length is called $K$. Also $A+B\to Q^2+2\mathbf Q\cdot\mathbf k'=k^2-k'^2$. Therefore
\begin{equation}
t=N\frac{4\pi}{K^2}\left(\frac{k^2-k'^2}{K^2}\right)^{i\eta}.
\end{equation}
The total momentum is the same before and after the collision, so
\begin{equation}
2(k^2-k'^2)=k_0^2+p^2-k_1^2-k_2^2=p^2+1 ,
\end{equation}
where the last step uses $k_0^2-1=k_1^2+k_2^2$, the energy balance for binding energy $1/2$. The bracket is positive, its imaginary power is a phase, and $|t|^2=C^2(4\pi/K^2)^2$.

Exchange replaces $\mathbf k'$ by $-\mathbf k'$, and so $K$ by $|\mathbf k_0-\mathbf k_2|$. For equal energies and equal polar angles these lengths agree, so the direct and exchange amplitudes satisfy $f=g$. For unpolarised electrons
\begin{equation}
\overline{|t|^2}=\tfrac14|f+g|^2+\tfrac34|f-g|^2=|f|^2 ;
\end{equation}
the triplet contribution vanishes. Equation~\eqref{eq:fact} becomes
\begin{equation}
\frac{d^5\sigma}{d\Omega_1d\Omega_2dE_1}
=\frac{4k_1k_2}{k_0}\frac{C^2}{K^4}\,\rho(p),\qquad \rho=|\tilde\psi|^2 .
\label{eq:main}
\end{equation}
The prefactor has a free-electron limit. Take an electron bound by only 0.005 hartree in a 1s orbital $\propto e^{-0.1r}$, with $k_0=10$, the first detector at $45^\circ$ and the direct amplitude $4\pi/K^2$ alone. Integration over $E_1$ and $\Omega_2$ then reproduces the two-body Rutherford cross section to within 0.01\%. This checks the prefactor only, not the factor $C^2$. With that factor included the limit is not recovered: $|t|^2$ stays $C^2$ times the Rutherford value however weak the binding ($C^2=0.72$ in this example), whereas the exact scattered Coulomb wave of two free electrons has the Rutherford modulus without $C^2$. The absolute magnitude of Eq.~\eqref{eq:main} is therefore less secure than the shape it predicts, and an error of order $1-C^2$ in it cannot be excluded.

\section{The hydrogen profile}

For $\psi=e^{-r}/\sqrt\pi$ the angular integration leaves
\begin{equation}
\tilde\psi(p)=\frac{1}{(2\pi)^{3/2}\sqrt\pi}\,\frac{4\pi}{p}\int_0^\infty r\,e^{-r}\sin(pr)\,dr .
\end{equation}
Differentiating $\int_0^\infty e^{-\alpha r}\sin(pr)\,dr=p/(\alpha^2+p^2)$ with respect to $-\alpha$ and setting $\alpha=1$ gives $2p/(1+p^2)^2$ for the integral. Since $(2\pi)^{3/2}\sqrt\pi=2\sqrt2\,\pi^2$,
\begin{equation}
\tilde\psi(p)=\frac{2\sqrt2}{\pi(1+p^2)^2},\qquad
\rho(p)=\frac{8}{\pi^2(1+p^2)^4}.
\end{equation}
At small $p$ the density falls as $1-4p^2$ relative to its maximum; at large $p$ it falls as $p^{-8}$.

\section{Why the scan leaves the plane}

Let both detectors stand at polar angle $\theta$, with $k_1=k_2$, and let $\phi$ be the azimuthal departure from the coplanar arrangement:
\begin{equation}
\begin{aligned}
\mathbf k_1&=k_1(\sin\theta,0,\cos\theta),\\
\mathbf k_2&=k_1(-\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta).
\end{aligned}
\end{equation}
The transverse parts of the sum and difference contain $(1\mp\cos\phi)^2+\sin^2\phi=2\mp2\cos\phi$, so
\begin{align}
p^2&=(k_0-2k_1\cos\theta)^2+4k_1^2\sin^2\theta\,\sin^2(\phi/2),\\
K^2&=k_0^2+k_1^2-2k_0k_1\cos\theta,\\
|\mathbf k_1-\mathbf k_2|&=2k_1\sin\theta\cos(\phi/2).
\end{align}
Scanning $\phi$ changes $p$ and leaves $K$ fixed. The collision factor varies through $C^2$ alone.

A coplanar scan varies $\theta$ at $\phi=0$. Then $p_z=2k_1\cos\theta-k_0$, and substitution gives $K^2=k_1^2-k_0p_z$. For outgoing energies of 500 eV each, the collision factor relative to $\theta=45^\circ$ is 1.64 at $p_z=+1$ and 0.70 at $p_z=-1$. The density is the same at both points, yet the raw intensities differ by a factor of 2.3. The cross section still factorises, but the raw scan is not an image of $\rho$.

\section{Numbers at 500 eV per outgoing electron}

With $\theta=45^\circ$, $k_0=8.6313$ and $k_1=6.0621$, the momentum transfer is $K=6.1034$. Binding makes $k_0$ slightly larger than $\sqrt2k_1$, so the scan starts at $p=0.0581$, where $C^2=0.6779$ and $\rho=0.7997$. Equation~\eqref{eq:main} gives
\begin{equation}
\frac{4(6.0621)^2}{8.6313}\,\frac{0.6779}{(6.1034)^4}\,(0.7997)
=6.65\times10^{-3}
\end{equation}
in $a_0^2/(\text{hartree sr}^2)$. At $\phi=10^\circ$,
\begin{equation}
p^2=(0.0581)^2+2(6.0621)^2\sin^2 5^\circ=0.562,\qquad p=0.75 .
\end{equation}
The profile relative to $\phi=0$ is $(1.0034/1.562)^4=0.170$, and the relative cross section is also 0.170. At $30^\circ$, where $p=2.22$, the profile has dropped to $8.21\times10^{-4}$ and the cross section to $8.10\times10^{-4}$. This 1.4\% deficit is the fall of $C^2$ from 0.6779 to 0.6681: the electrons separate more slowly, so their repulsion suppresses the amplitude more.

Half height occurs at $\phi=5.8^\circ$, $p=0.439$. The density measured from $p=0$ has its half height at $p=0.435$. The nonzero starting momentum alone would raise this to 0.440; the fall of $C^2$ lowers it again very slightly. For small angles at which $p$ is still well above its minimum, $p\simeq k_1\phi/\sqrt2$, so the angular width shrinks as $1/k_1$, and higher energies demand finer angular resolution.

\section{How far to trust it}

For large $k_1$, $C^2\simeq1-\pi\eta$ and $\eta\simeq(1+\phi^2/8)/(\sqrt2k_1)$. Eliminating $\phi^2\simeq2p^2/k_1^2$ gives a relative drift of
\begin{equation}
\frac{\delta C^2}{C^2}\simeq-\frac{\pi p^2}{4\sqrt2\,k_1^3}.
\end{equation}
This is the leading term only: at $p=1$ it gives $-2.8\%$, $-0.25\%$ and $-0.031\%$ for 100, 500 and 2000 eV per electron, while the table below uses the full $C^2$. Within the approximation the drift is known and can be divided out. The omitted force of the proton is less easily removed. Its first-order term with plane waves is easily calculated. The term $-1/r_1$ integrates over $\mathbf r_1$ to $-4\pi/K^2$ and leaves the Fourier component $\tilde\psi(k_2)$, while the pair term gives $(4\pi/K^2)\tilde\psi(p)$. Thus
\begin{equation}
\tilde\psi(p)\;\longrightarrow\;\tilde\psi(p)-\tilde\psi(k_2),\qquad
\frac{\tilde\psi(k_2)}{\tilde\psi(p)}=\left(\frac{1+p^2}{1+k_2^2}\right)^2 .
\end{equation}
The exchange amplitude changes in the same way because $k_1=k_2$. The added term exists because a plane wave is not orthogonal to the orbital: if electron 2 were given its exact continuum state in the proton's field, the overlap that replaces $\tilde\psi(k_2)$ would be zero. The term is therefore an artefact of the plane-wave description and not a correction to apply to data. Nor does it measure the distortion of the continuum waves, whose effect can be larger and can fall more slowly with energy. At fixed $p$ the ratio $\tilde\psi(k_2)/\tilde\psi(p)$ falls as $k_1^{-4}$. Relative to the profile normalised at $\phi=0$, and with the proton term compared with the plane-wave pair term, the departures at $p=1$ are:
\begin{center}
\begin{tabular}{ccc}
Energy of each electron (eV) & $C^2$ drift & proton term\\
100 & $-3.6\%$ & $-8.5\%$\\
500 & $-0.28\%$ & $-0.42\%$\\
2000 & $-0.03\%$ & $-0.03\%$
\end{tabular}
\end{center}
Relative to the local intensity, the proton term grows along the scan. At 500 eV and $p=2.22$ the ratio above is about 0.025, which lowers the intensity by about 5\%, more than the $C^2$ drift. In relative terms, the proton term thus affects the tail most. These figures do not bound the total error: distortion of the continuum waves and higher orders in the proton's field are left out, and their effect can be larger or of opposite sign. For example, giving only the ejected electron its Coulomb wave in the proton's field, to first order in the pair force, changes the normalised profile at $p=1$ by $-6.1\%$, $-1.3\%$ and $-0.34\%$ at the three energies, and by $+6.7\%$ at $p=2.22$ and 500 eV. The idealisations made at the start also matter at this level. The finite proton mass lowers the profile at $p=1$ by about 0.2\% at every energy. Relativistic kinematics move the starting momentum from 0.058 to 0.060 at 500 eV and from 0.029 to 0.046 at 2000 eV, which changes the normalisation at $\phi=0$ by 0.1\% and 0.5\%.

In practice, compute $p$ from the full momentum vectors, since in the noncoplanar scan at $\theta=45^\circ$ it does not start at zero, and, for equal energies and equal polar angles, divide the data by $C^2/K^4$; in a symmetric coplanar scan this division is essential. If the energies or the polar angles differ, then in general $f\ne g$ and the full spin average must be used instead. Then compare profiles at two or more energies as functions of $p$, all normalised at the same value of $p$ and not at $\phi=0$, where $p$ depends on the energy. Within the impulse approximation they must coincide after the division. If they do not, and neither angular resolution, detector alignment nor another instrumental effect accounts for the difference, the plane-wave description is inadequate and distorted waves are the next step. Agreement supports the approximation but does not prove it. A relative scan tests the shape $(1+p^2)^{-4}$, and unit normalisation of $\rho$ then fixes the factor $8/\pi^2$. Testing the magnitude given by Eq.~\eqref{eq:main} requires an absolute cross section. The full scan is listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Hartree energy = 27.2114 eV
each outgoing energy = 500.0 eV
incident energy = 1013.61 eV
k0 = 8.6313 1/a0; k1 = k2 = 6.0621 1/a0
momentum transfer K = 6.1034 1/a0
smallest p = 0.0581 1/a0
cross section at phi=0 = 6.65377e-03 a0^2/(hartree sr^2)
rho(0) = 0.81057 a0^3
phi(deg)  p(1/a0)  C2  rho(a0^3)  sigma/sigma(0)  (1+p^2)^-4 ratio
  0 0.0581 0.6779 7.9971e-01 1.0000e+00 1.0000e+00
  2 0.1605 0.6779 7.3215e-01 9.1546e-01 9.1552e-01
  4 0.3048 0.6777 5.6816e-01 7.1028e-01 7.1046e-01
  6 0.4524 0.6775 3.8484e-01 4.8096e-01 4.8123e-01
  8 0.6008 0.6772 2.3623e-01 2.9510e-01 2.9539e-01
 10 0.7495 0.6769 1.3628e-01 1.7014e-01 1.7041e-01
 15 1.1205 0.6755 3.1315e-02 3.9020e-02 3.9158e-02
 20 1.4898 0.6736 7.5434e-03 9.3730e-03 9.4326e-03
 25 1.8565 0.6712 2.0736e-03 2.5671e-03 2.5929e-03
 30 2.2197 0.6681 6.5689e-04 8.0957e-04 8.2141e-04
half height of cross section: phi = 5.824 deg
p at half height, cross section = 0.4394 1/a0
p at half height, profile from p_min = 0.4396 1/a0
p at half height of rho from p=0 = 0.4350 1/a0
coplanar p_z = +1.0 1/a0: theta = 37.40 deg, collision factor ratio = 1.6397
coplanar p_z = -1.0 1/a0: theta = 50.99 deg, collision factor ratio = 0.6991
departures at p = 1/a0 from the profile normalised at phi = 0:
  100 eV each: C2 drift = -3.589 %, first-order proton term = -8.452 %
  500 eV each: C2 drift = -0.281 %, first-order proton term = -0.420 %
  2000 eV each: C2 drift = -0.033 %, first-order proton term = -0.027 %
Rutherford check: integrated/two-body = 0.99995
norm of momentum density = 1.000001
factorisation spoiled by nuclear force in line model: 71.8 %
\end{verbatim}
